# Phonon Reflection and Thermal Resistance at a Perfect Joint of Harmonic Chains

A thermal calculation of a phase-change memory cell needs a boundary condition where the heater meets the film. One choice makes the temperature continuous if the interface is assumed free of roughness, voids and mixed atoms. The other keeps a temperature jump proportional to the heat flux. Perfection of the interface does not justify the first choice. Two perfect crystals can still differ in mass and stiffness, and that difference reflects phonons.

## A counter-example

Take two semi-infinite chains with nearest-neighbour springs and longitudinal displacements $u_n$. Atoms $n\le 0$ have mass $m_1$ and spring $k_1$; atoms $n\ge1$ have mass $m_2$ and spring $k_2$. One spring $k_c$ joins atoms 0 and 1. Every force is linear, so a wave keeps its frequency and inelastic scattering is absent.

The parameters are round numbers in the rough regime of a Ge-Sb-Te film (chain 1) on a TiN heater (chain 2):

- film: $m_1=100$ u, $k_1=20$ N/m, spacing $a_1=0.3$ nm;
- heater: $m_2=60$ u, $k_2=240$ N/m, spacing $a_2=0.2$ nm;
- joint: $k_c=2k_1k_2/(k_1+k_2)=36.92$ N/m, which will prove to be the best possible bond.

Send a long wave from the film, with incident amplitude 1, reflected amplitude $r$ and transmitted amplitude $t$. Let $\theta_i$ be the phase advance per site. For small $\theta_i$ the bond forces beside the joint are $ik_1\theta_1(1-r)$ and $ik_2\theta_2t$. They are equal to first order in frequency, because the inertia of an end atom is of second order. The stretch of the joining bond is this small force divided by $k_c$, so $1+r=t$ in the limit. The long-wave relation $\omega=\theta_i\sqrt{k_i/m_i}$ gives $k_i\theta_i=\omega z_i$, with impedance $z_i=\sqrt{k_im_i}$. Hence

$$z_1(1-r)=z_2(1+r),\qquad r=\frac{z_1-z_2}{z_1+z_2}.$$

With $z_1=1.822$ and $z_2=4.890$ in units of $10^{-12}$ kg/s, $r=-3.068/6.712=-0.457$ and $r^2=0.209$. A perfect joint returns 21% of the energy of a long wave.

Above the film's band reflection is total. The film chain carries waves up to 3.49 THz, the heater chain up to 15.62 THz. A heater phonon between these values finds no travelling wave in the film and is totally reflected. At 600 K the two effects together give an interface resistance of 1.11 m²K/GW, derived below.

## The general statement

For a frequency inside both bands, the transmitted fraction of the energy is

$$T(\omega)=\frac{4Y_1Y_2}{(Y_1+Y_2)^2+\omega^2D^2},\tag{1}$$

$$Y_i=\sqrt{\frac1{k_im_i}-\frac{\omega^2}{4k_i^2}},\qquad D=\frac1{2k_1}+\frac1{2k_2}-\frac1{k_c}.$$

Outside the shared band $T=0$. Transmission is complete throughout both bands if and only if $m_1=m_2$ and $k_1=k_2=k_c$. Different chains can be fully transparent at one isolated positive frequency at most.

## Proof: matching the waves

With time factor $e^{-i\omega t}$, a bulk wave $e^{i\theta_in}$ obeys

$$m_i\omega^2=2k_i(1-\cos\theta_i),\qquad 0<\theta_i<\pi,\tag{2}$$

so the band top is $\omega_i=2\sqrt{k_i/m_i}$. Write

$$u_n=e^{i\theta_1n}+re^{-i\theta_1n}\ (n\le0),\qquad u_n=te^{i\theta_2(n-1)}\ (n\ge1).$$

Continue the left expression to a fictitious site 1 and call its value there $\tilde u_1$. The continued wave satisfies the bulk equation at atom 0; the real atom satisfies the same equation with the joining bond instead:

$$-m_1\omega^2u_0=k_1(u_{-1}-u_0)+k_1(\tilde u_1-u_0),$$
$$-m_1\omega^2u_0=k_1(u_{-1}-u_0)+k_c(u_1-u_0).$$

Subtraction gives $k_1(\tilde u_1-u_0)=k_c(u_1-u_0)$. The same argument at atom 1, with the right wave continued to $\tilde u_0=te^{-i\theta_2}$, gives $k_2(u_1-\tilde u_0)=k_c(u_1-u_0)$. Define

$$A=k_1(1-e^{-i\theta_1}),\qquad B=k_2(1-e^{-i\theta_2}).$$

Since $k_1(e^{i\theta_1}-1)=-A^*$ and $k_1(e^{-i\theta_1}-1)=-A$, the two conditions read

$$-A^*-Ar=Bt=k_c(t-1-r).$$

The second equality gives $r=t(1-B/k_c)-1$. Inserted in the first,

$$-A^*-At\left(1-\frac B{k_c}\right)+A=Bt,$$

and, because $A-A^*=2i\,\mathrm{Im}A$,

$$t=\frac{2i\,\mathrm{Im}A}{A+B-AB/k_c}.\tag{3}$$

**Energy flux.** The power delivered through a bond to the atom on its right is $k(u_n-u_{n+1})\dot u_{n+1}$. For complex amplitudes $U_n$, its time average is

$$P=\tfrac12\mathrm{Re}\left[k(U_n-U_{n+1})\,i\omega U_{n+1}^*\right]=\tfrac12\omega k\,\mathrm{Im}(U_n^*U_{n+1}).$$

On the left,

$$U_n^*U_{n+1}=e^{i\theta_1}+|r|^2e^{-i\theta_1}+re^{-i\theta_1(2n+1)}+r^*e^{i\theta_1(2n+1)}.$$

The last two terms are complex conjugates, so their sum is real and carries no flux. Thus $P=\frac12\omega k_1\sin\theta_1(1-|r|^2)$ on the left and $P=\frac12\omega k_2\sin\theta_2|t|^2$ on the right. Stored energy is periodic, so these averages are equal. As $\mathrm{Im}A=k_1\sin\theta_1$ and $\mathrm{Im}B=k_2\sin\theta_2$,

$$T=\frac{\mathrm{Im}B}{\mathrm{Im}A}|t|^2=\frac{4\,\mathrm{Im}A\,\mathrm{Im}B}{|A+B-AB/k_c|^2},\qquad |r|^2+T=1.\tag{4}$$

If only one chain has a travelling wave, the other holds a decaying wave whose neighbouring amplitudes have a real ratio. Then $P=0$ and reflection is total.

**Reduction to (1).** From (2), $\mathrm{Re}A=m_1\omega^2/2$ and $|A|^2=2k_1^2(1-\cos\theta_1)=k_1m_1\omega^2$. Also

$$(\mathrm{Im}A)^2=|A|^2-(\mathrm{Re}A)^2=k_1m_1\omega^2-\tfrac14m_1^2\omega^4.$$

Dividing its root by $|A|^2$ gives $\mathrm{Im}A/|A|^2=Y_1/\omega$. Therefore

$$\frac1A=\frac{A^*}{|A|^2}=\frac1{2k_1}-\frac{iY_1}\omega,\qquad \frac1B=\frac1{2k_2}-\frac{iY_2}\omega.$$

Divide numerator and denominator of (4) by $|A|^2|B|^2$. The numerator becomes $4Y_1Y_2/\omega^2$. The denominator becomes

$$\left|\frac1A+\frac1B-\frac1{k_c}\right|^2=D^2+\frac{(Y_1+Y_2)^2}{\omega^2}.$$

Multiplication of both by $\omega^2$ yields (1).

## When does reflection vanish?

Subtracting (1) from one,

$$1-T=\frac{(Y_1-Y_2)^2+\omega^2D^2}{(Y_1+Y_2)^2+\omega^2D^2}.\tag{5}$$

Both squares in the numerator must vanish for complete transmission. The term $D$ is the part the joining bond can control. For fixed chains, $T$ is largest at each shared frequency when $D=0$, that is, when $k_c$ is the harmonic mean of $k_1$ and $k_2$. The term $(Y_1-Y_2)^2$ belongs to the two bulk chains, and no choice of $k_c$ removes it.

The difference

$$Y_1^2-Y_2^2=\left(\frac1{z_1^2}-\frac1{z_2^2}\right)-\frac{\omega^2}4\left(\frac1{k_1^2}-\frac1{k_2^2}\right)$$

is linear in $\omega^2$. It vanishes throughout a band only if $k_1=k_2$ and $z_1=z_2$, hence $m_1=m_2$; then $D=0$ requires $k_c=k_1$. Otherwise it has at most one positive root. This proves the general statement.

The example has such a root inside the shared band, at 3.25 THz, or 0.931 of the film's band top. Its transmission rises from 0.791 at low frequency to 1 there, then falls to 0 at the band top. It would therefore be false to say that different chains reflect at every frequency.

Matching the impedances, $z_1=z_2$, is not enough either. If $k_1\ne k_2$, the root moves to $\omega=0$: long waves pass, while waves at all positive frequencies are partly reflected. The opposite case has equal band tops, $k_1/m_1=k_2/m_2$, but different impedances. With $D=0$, both $Y_i$ equal the same function of frequency divided by $z_i$, so $T=4z_1z_2/(z_1+z_2)^2$ throughout the band.

## From reflection to thermal resistance

Attach a reservoir to the far end of each chain, at temperatures $\Theta_1$ and $\Theta_2$, and let phonons travel through the chains without scattering. In an interval $dq$ of wavevector there are $dq/2\pi$ modes per unit length, moving at $d\omega/dq$. The flux per frequency interval is therefore $\hbar\omega\,n\,d\omega/2\pi$, where $n$ is the Bose occupation. Equation (1) is symmetric in the two chains, so

$$J=\int\frac{d\omega}{2\pi}\,\hbar\omega\,T(\omega)\,[n(\Theta_1)-n(\Theta_2)].$$

For a small difference $\Delta\Theta=\Theta_1-\Theta_2$ about $\Theta$, put $x=\hbar\omega/k_B\Theta$. Since $n=1/(e^x-1)$,

$$\hbar\omega\frac{\partial n}{\partial\Theta}=k_B\frac{x^2e^x}{(e^x-1)^2}=k_Bc,\qquad c=\left[\frac{x/2}{\sinh(x/2)}\right]^2,$$

and $J=G\Delta\Theta$ with

$$G=\frac{k_B}{2\pi}\int c(\omega)T(\omega)\,d\omega.\tag{6}$$

A finite $1/G$ does not yet prove reflection. A uniform chain has $T=1$ throughout its band and still a finite $G$, because the phonons of one chain carry only a finite heat flux even without reflection. The interface needs its own measure.

Define the local temperature as that of an equilibrium chain with the same thermal energy density, averaged over interference fringes. Phonons moving towards the joint carry the temperature of their own reservoir. Those leaving it on side 1 are a fraction $1-T$ from reservoir 1 and a fraction $T$ from reservoir 2. Half the modes move each way, so the local temperatures are

$$\Theta_1-\tfrac12\tau_1\Delta\Theta,\qquad \Theta_2+\tfrac12\tau_2\Delta\Theta,\qquad \tau_i=\frac{\int_0^\pi cT\,d\theta_i}{\int_0^\pi c\,d\theta_i}.$$

Their difference divided by $J$ is the interface resistance per chain:

$$R_{\rm int}=\frac{1-\frac12(\tau_1+\tau_2)}G.\tag{7}$$

For $\Theta>0$ the weight $c$ is positive. Thus $R_{\rm int}=0$ requires $T=1$ throughout both bands, which means identical chains and an identical joining bond. Every other joint has $R_{\rm int}>0$.

The value depends on the definition of local temperature. Weighting modes by their energy flux instead replaces $\tau_i$ by $G/G_i$, where $G_i$ is the conductance of uniform chain $i$, and gives $1/G-\frac12(1/G_1+1/G_2)$. This is also positive for different chains: $T<1$ at all shared frequencies except at most one positive frequency and possibly $\omega=0$, so $G$ is smaller than either $G_i$.

## The numbers at 600 K

The joined chains have $G=41.3$ pW/K; the uniform film and heater chains have 48.1 and 206.8 pW/K. The averages are $\tau_1=0.850$ and $\tau_2=0.131$. The second is small because most heater modes lie above the film's band. The jump is

$$1-\tfrac12(0.850+0.131)=0.510$$

of the reservoir difference. One chain occupies 0.09 nm², so

$$R_{\rm int}=\frac{0.510\times0.09\times10^{-18}\ \mathrm{m^2}}{41.3\times10^{-12}\ \mathrm{W/K}}=1.11\ \mathrm{m^2K/GW}.$$

The flux-weighted definition gives 1.02 m²K/GW. The two-reservoir value, 2.18 m²K/GW, is about twice as large and should not be inserted as the interface resistance.

If every phonon in the shared band crossed, $R_{\rm int}$ would still be 0.79 m²K/GW, from band mismatch alone. Partial reflection inside the shared band adds the remaining 0.32. At a flux of 50 GW/m² the chain model gives a drop of 55 K, as much as 0.55 nm of film with conductivity 0.5 W/(m K).

Three tests started from the equations of motion.

1. For 200 random junctions, the Green function of eight atoms with radiating ends agreed with the formula within $2\times10^{-15}$. Half of the junctions were those of (1). In the other half a spring $l_i$ also tied each atom to its site; there (1) is divided through by $\omega^2$ and $m_i\omega^2$ is replaced by $m_i\omega^2-l_i$ in $Y_i/\omega=\sqrt{1/(k_im_i\omega^2)-1/(4k_i^2)}$.
2. Wave packets sent from the film at 0.3, 0.6 and 0.8 of its band top transmitted 0.8070, 0.8643 and 0.9417 of their energy; the formula gives 0.8072, 0.8643 and 0.9417. A heater packet at 1.25 times the film's band top transmitted about $10^{-12}$.
3. Finite chains of 250 film and 1100 heater atoms were joined with the film slightly warmer. The atomic motion gave $G=41.3$ pW/K and a relative jump of 0.513, against 0.510 from (7).

A uniform chain served as control in the third test. Its conductance was finite, but its jump was 0.022 instead of the ideal zero. The finite observation time accounts for this. Temperatures were read about 15 sites from the joint after about 425 time units $\sqrt{m_1/k_1}$. Modes slower than $15/425$ sites per unit had not yet arrived. The speed is $\cos(\theta/2)$ in these units, so they are a fraction $(2/\pi)(15/425)=0.022$ of all modes. Each side misses half that fraction, and the two errors add to 0.022; halving the time or doubling the distance doubles the value. Closing the joining spring also releases energy, because the free end of the warmer half is displaced. In the uniform chain this raises both sides almost equally and cancels in the jump.

## What a real cell changes

The chain describes normal incidence, and this is a serious limit as a model of an area. In a rectangular lattice with scalar displacements and a sideways spacing of 0.3 nm in both materials, a wave also has sideways phases $\varphi_x,\varphi_y$, conserved at a perfect interface. They add $\kappa_is$ to $m_i\omega^2$, with $s=2(2-\cos\varphi_x-\cos\varphi_y)$. Equal sound speed in all directions within each material requires $\kappa_1=20$ N/m and $\kappa_2=240(0.2/0.3)^2=107$ N/m. The two bands overlap only if the heater's lowest frequency lies below the film's highest:

$$\frac{107s}{60}<\frac{80+20s}{100},\qquad s<0.51.$$

Since $s\approx\varphi_x^2+\varphi_y^2$ when small, this is a disc of area $0.51\pi$ in a zone of area $4\pi^2$, about 4%. All other sideways phases give total reflection, and inside the disc the overlap is narrower than at normal incidence. The conductance per area falls from 459 to about 6 MW/(m²K). Adding two transverse branches, with springs one third as stiff and no conversion between branches, gives about 14 MW/(m²K) and $R_{\rm int}\approx72$ m²K/GW. These are rough values from a coarse grid of sideways phases.

The chain's $1/R_{\rm int}$ is 900 MW/(m²K), that of the three-branch estimate only about 14 MW/(m²K). At 50 GW/m² the latter would imply a drop of thousands of kelvin, so linear elastic transport in that model cannot carry the assumed flux. The film sets a limit too: with conductivity 0.5 W/(m K), this flux needs 100 K per nanometre, so it cannot be sustained across a film tens of nanometres thick. The 55 K is therefore an illustration, not a device prediction.

Real cells break other assumptions too. Both compounds have several atoms per cell and optical branches, which these monatomic lattices lack, so the band tops used here, and the band-mismatch share of $R_{\rm int}$ that rests on them, are properties of the model. A kinetic estimate that gives all phonons the long-wave longitudinal speed yields a mean free path of 0.30 nm in the film, one lattice spacing. Averaged over all modes of the three-branch lattice, the group speed is about 1.3 km/s instead of 3.3 km/s, which lengthens the path to about 0.8 nm. That is still less than three lattice spacings, so ballistic plane waves remain a poor description there. Such scattering can also change the sideways phase and weaken the 4% restriction; its effect was not calculated. At 600 K the root-mean-square thermal stretch of a film bond is 6.8% of the spacing. Define the chain's Grüneisen parameter as the relative fall of frequency per relative increase of length. Stiffness varies as frequency squared, so a parameter of 2 gives a stiffness change of $2\times2\times6.8\%=27\%$. Lowering or raising the film spring by that amount, with masses fixed and the best joining bond readjusted, moves the chain's $R_{\rm int}$ to 1.45 or 0.91 m²K/GW. Inelastic scattering would open further channels. Between 300 and 900 K, temperature itself matters little in the harmonic chain: $R_{\rm int}$ is 1.09 at 300 K and 1.11 at 900 K.

Electrons add separate terms. For rough heater values of $10^{18}$ W/(m³K) for electron-phonon coupling and 5 W/(m K) for phonon conductivity, energy exchange adds at most 0.45 m²K/GW in series; the limit is approached when electrons carry nearly all the heat deep in the heater. A contact of $10^{-8}$ Ω cm² conducts about 15 MW/(m²K) through electrons if the Wiedemann-Franz law holds, small beside the chain's conductance but similar in size to the three-branch estimate. At 10 MA/cm² and a Seebeck difference of 50 µV/K, Peltier heat is 3 GW/m² and contact Joule heat 10 GW/m². These are sources at the boundary (the Peltier term becomes a sink when the current is reversed), to be entered separately from its resistance.

For the cell calculation, a perfect interface between different materials is thus no reason to set the jump to zero. In steady heating the jump may be neglected when $R_{\rm int}$, obtained for the real pair of materials, is small beside the thermal resistance on each side of the interface. Comparison with their sum is not enough when heat is released at the boundary: a jump that is small beside the film's resistance can still matter if the heater side conducts much better. During a short pulse, heat has reached only a thin layer on each side, and $R_{\rm int}$ must be small beside the resistances of those layers, which can be far below the steady values. The numerical output lists the main values used here.

## Calculated quantities

```
Film chain: mass 100 u, spring 20 N/m, spacing 0.3 nm
Heater chain: mass 60 u, spring 240 N/m, spacing 0.2 nm
Joining spring (harmonic mean): 36.92 N/m
Area per chain: 0.09 nm^2; temperature 600 K
Impedances z1, z2: 1.822, 4.890 1e-12 kg/s
Band tops: 3.493, 15.623 THz
Low-frequency transmission: 0.7911; reflection 0.2089
Transparent frequency: 3.253 THz = 0.9312 film top
Largest formula error, 200 random junctions: 1.8e-15
At 0.3 film top: T formula 0.8072, packet 0.8070
At 0.6 film top: T formula 0.8643, packet 0.8643
At 0.8 film top: T formula 0.9417, packet 0.9417
Heater packet at 1.25 film top, transmitted: 1.2e-12
G joined, per chain: 41.33 pW/K; quench 41.34 pW/K
G uniform film chain: 48.13 pW/K
G uniform heater chain: 206.76 pW/K
tau film, heater: 0.8497, 0.1311
Jump / reservoir difference: formula 0.5096, quench 0.5133
Same jump, uniform chain, quench: 0.0224 (ideal 0)
G joined, per area: 459.2 MW/(m^2 K)
Two-reservoir resistance 1/G: 2.178 m^2 K/GW
Interface resistance R_int: 1.110 m^2 K/GW
R_int if all shared-band phonons crossed: 0.792 m^2 K/GW
Heat flux: 50 GW/m^2; interface drop 55.5 K
Film conductivity: 0.5 W/(m K); equal thickness 0.555 nm
R_int at 300 K: 1.092 m^2 K/GW
R_int at 900 K: 1.113 m^2 K/GW
Neglected effects, rough sizes:
3D, one branch: G 6.4 MW/(m^2 K), R_int 155.597 m^2 K/GW
3D, three branches (transverse springs 1/3): G 13.7 MW/(m^2 K)
3D, three branches: R_int 72.116 m^2 K/GW
Thermal film-bond stretch: 0.0204 nm = 6.8 % of spacing
Stiffness swing (Grueneisen 2): 27.1 %
R_int, film spring lowered / raised: 1.445 / 0.914 m^2 K/GW
Film emission limit over elastic G: 1.164
Film phonon mean free path (kinetic estimate): 0.297 nm
Heater e-ph coupling 1e+18 W/(m^3 K), phonon conductivity 5 W/(m K)
Electron-phonon series resistance: 0.447 m^2 K/GW
Contact resistivity: 1e-08 ohm cm^2; electronic G 14.7 MW/(m^2 K)
Current density 10 MA/cm^2; Seebeck difference 50 uV/K
Peltier heat: 3.0 GW/m^2; contact Joule heat 10.0 GW/m^2
```
